Log-Gaussian broadening of logarithmically discretized spectra, tested on a solvable impurity, part 1

(Sections cited here and not found follow in the second part.)

The numerical renormalization group returns a spectral function as a set of delta peaks, A(ω) = Σ_j w_j δ(ω − ω_j), spaced logarithmically with ratio Λ > 1. A curve is obtained by pooling N_z calculations with shifted grids and replacing each peak by the log-Gaussian kernel

L(ω,ω′) = θ(ωω′) exp[−(ln(ω/ω′)/α − γ)²] / (√π α |ω|).   (1)

With h = ln Λ the results are these.

(a) The kernel conserves the weight of each sign of ω exactly, for every α and γ. A constant spectrum survives only for γ = α/4, and the first moment of each sign only for γ = −α/4.

(b) A residual ripple of relative amplitude at most ε on a plateau is guaranteed, to leading order in ε, and for a comb with one peak per period is obtained only, if α ≥ α_min = h √(ln(2/ε)) / (π N_z).

(c) A Lorentzian band of half-width Γ at ω₀ has its height multiplied by R = √π t e^{t²} erfc(t), with t = Γ/(αω₀), up to a relative error of order α².

(d) A height loss of at most η together with a ripple of at most ε is guaranteed, for small η, by

N_z ≳ h √(ln(2/ε)) ω₀ / (π √(2η) Γ).   (2)

Statement (a) holds for any discrete spectrum and (b) for any positive spectrum with discrete scale invariance. Statement (c) is a property of the kernel acting on a Lorentzian. That the shift-averaged discrete data reproduce this Lorentzian, and that (b) also bounds the ripple inside a band, is proved for a solvable model with Hubbard bands, the half-filled Falicov–Kimball impurity. For the Anderson model, with truncation of the many-body spectrum, (c) and (d) are a guide and not a theorem.

Hartree atomic units are used, with energies also in eV (1 Ha = 27.211386 eV); no length enters the problem. The temperature is zero, A = −Im G/π for the retarded function G, a peak at ω_j = 0 is excluded (the only one met here, for a level at ε_d = 0 with a mirrored bath, has a weight of order 10⁻¹¹), and the shifts are z = m/N_z, m = 0, …, N_z − 1.

**1. Weight**

The broadened spectrum is A_α(ω) = ∫dω′ L(ω,ω′) A(ω′) = Σ_j w_j L(ω,ω_j). The step function keeps ω on the same side of zero as ω′, and L(−ω,−ω′) = L(ω,ω′), so it suffices to take both positive. Put X = ln(ω/ω′) at fixed ω′. Then dω/ω = dX, and X covers the whole real line. With v = X/α − γ, dX = α dv,

∫₀^∞ dω L = ∫dX exp[−(X/α − γ)²]/(√π α) = ∫dv e^{−v²}/√π = 1.   (3)

Hence ∫₀^∞ A_α dω = Σ_{ω_j>0} w_j, and likewise for negative frequencies. The factor 1/|ω| is the Jacobian of the logarithm, and γ drops out because it only translates the variable of a Gaussian integral. Neither positivity of w_j nor any property of the grid was used.

The proof fails for a peak at ω′ = 0, where the logarithm is undefined. It says nothing about accuracy near ω = 0 at finite temperature, where true weight crosses zero frequency but (1) cannot carry it across; there a different kernel is needed below |ω| ≈ T. A numerical check of (3) must use a grid that extends several α in ln ω beyond the outermost peaks, since otherwise the missing weight is an artefact of the check.

**2. Moments and power laws**

Insert ω^s = ω′^s e^{sX} = ω′^s e^{sα(v+γ)} into (3) and use −v² + sαv = −(v − sα/2)² + s²α²/4:

∫₀^∞ dω ω^s L = ω′^s exp(sαγ + s²α²/4).   (4)

The factor does not depend on ω′, so the s-th moment of any spectrum is multiplied by it. The first moment is preserved when αγ + α²/4 = 0, that is γ = −α/4.

A different integral governs the value of the broadened function. At fixed ω put ω′ = ω e^{−X}, so that |dω′| = ω e^{−X} dX. For A(ω′) = ω′^ρ = ω^ρ e^{−ρX},

∫₀^∞ dω′ L ω′^ρ = ω^ρ ∫dX e^{−(1+ρ)X} exp[−(X/α − γ)²]/(√π α).

This is the integral in (4) with s replaced by −(1+ρ), so

A_α(ω) = ω^ρ exp[−(1+ρ)αγ + (1+ρ)²α²/4].   (5)

Exponents of power laws are preserved. Prefactors in general are not: the factor in (5) equals one only for ρ = −1 or for γ = (1+ρ)α/4. For a plateau, ρ = 0, the factor is exp(α²/4 − αγ), which equals one only for γ = α/4. No γ preserves both the plateau and the first moment of each sign. Direct quadrature of (1) at α = 0.5 gives unit weight to eight decimals in all four cases below, and

γ         mean factor   plateau factor
−0.125    1.000000      1.133148
 0        1.064494      1.064494
+0.125    1.133148      1.000000
+0.250    1.206230      0.939413

The last row, γ = α/2, lowers a plateau by e^{−α²/4}. A check of the Friedel sum rule made with it fails by 6 per cent at α = 0.5 although the weight is exact. Weight conservation therefore does not imply conservation of the height at ω → 0.

From here γ = α/4. Then −(X/α − α/4)² = −X²/α² + X/2 − α²/16, and e^{X/2}/ω = 1/√(ωω′), so

L = exp(−X²/α² − α²/16) / (√π α √(ωω′)),   (6)

which is symmetric in ω and ω′. The symmetry turns (3) into preservation of a constant. The price, by (4), is a factor e^{α²/2} on the first moment and e^{3α²/2} on the second. The moments of the whole spectrum fix the high-frequency expansion of G, so if the broadened G is used in the self-consistency condition of DMFT, the distortion enters the next iteration.

With x = ln ω, x′ = ln ω′ and X = x − x′, one has L dω′ = e^{−X} exp[−(X/α − α/4)²] dx′/(√π α). The exponent is −X²/α² − X/2 − α²/16 = −(X/α + α/4)². Therefore

A_α(e^x) = ∫dx′ K(x − x′) A(e^{x′}),   K(X) = exp[−(X/α + α/4)²]/(√π α).   (7)

Setting x′ = x + α²/4 + αv makes (x − x′)/α + α/4 = −v, so

A_α(ω) = ∫dv (e^{−v²}/√π) A(ω e^{α²/4 + αv}).   (8)

Broadening is a normalized Gaussian average in ln ω, centred α²/4 above the point of observation, with standard deviation α/√2. Kernels written with a standard deviation, or with decimal logarithms, must be converted before widths are compared.

**3. A single peak**

For A = δ(ω − ω₀) = δ(x′ − ln ω₀)/ω₀, equation (7) gives A_α = K(ln(ω/ω₀))/ω₀. The maximum is at X = −α²/4, where K = 1/(√π α). Half height is reached when (X/α + α/4)² = ln 2, at X = −α²/4 ± α√(ln 2). The difference of the two frequencies is the width:

position = ω₀ e^{−α²/4},   height = 1/(√π α ω₀),

FWHM = 2ω₀ e^{−α²/4} sinh(α√(ln 2)).   (9)

Numerical maximization and root finding on (1) at α = 0.5 give position 0.93941 ω₀, height 1.12838/ω₀ and FWHM 0.80490 ω₀. The maximum moves down while the mean moves up, because the line has a long upper tail. The smallest resolvable width is proportional to ω₀. This suits a Kondo resonance, whose structure lives on a logarithmic scale, and it damages Hubbard bands when they are narrow compared with their position ω₀, that is for U ≫ Γ.

**4. Ripple on a plateau**

At a fixed point with constant spectral density the discrete spectrum repeats when all energies are divided by Λ, and a shift z divides them by Λ^z. Assume therefore A_z(e^x) = a(x + zh), with a a positive h-periodic comb. Its Fourier series is

a(x) = Σ_k c_k e^{2πikx/h},   c_k = (1/h)∫₀^h a(x) e^{−2πikx/h} dx.

Since a ≥ 0 and the exponential has modulus one, |c_k| ≤ c₀. Two independent operations act on harmonic k. The average over shifts multiplies it by (1/N_z) Σ_m e^{2πikm/N_z}, a geometric sum equal to 1 when N_z divides k and 0 otherwise. The broadening (8) acts on e^{iqx}, q = 2πk/h, as

∫dv (e^{−v²}/√π) e^{iq(x + α²/4 + αv)} = e^{iq(x + α²/4)} e^{−q²α²/4},   (10)

and q²α²/4 = (πkα/h)². For k = jN_z this damping is r^{j²}, with

r = exp[−(πN_zα/h)²].   (11)

Adding the moduli of the harmonics ±jN_z,

|A_α − c₀|/c₀ ≤ 2 Σ_{j≥1} r^{j²}.   (12)

For small r the first term dominates. Setting 2r = ε gives (πN_zα/h)² = ln(2/ε), which is statement (b). Only the ratio of α to the pooled peak spacing h/N_z matters. The dependence on ε is a square root of a logarithm, so lowering ε from 10⁻² to 10⁻⁴ raises α_min by only 37 per cent, while a modest reduction of α below α_min makes the ripple grow steeply.

The cancellation needs equidistant shifts. Unevenly spaced z in general do not cancel the low harmonics. Random z reduce them only by a factor of about N_z^{−1/2}, which enters α under the logarithm, so the required α falls only slowly below its value for N_z = 1: for ε = 0.01 typically to 0.84 of it at N_z = 16 and to 0.76 of it at N_z = 64. The alternative rule α ∝ 1/√N_z spends the extra shifts differently: r falls exponentially with N_z while the resolution improves only as N_z^{−1/2}.

**5. A solvable model and its discretized bath**

At a Hubbard band the spectrum is not scale invariant, a shift is not a translation, and section 4 does not apply directly. The Falicov–Kimball impurity has such bands and is solvable. A level d hybridizes with a bath and interacts with an immobile fermion f through U(n_d − ½)(n_f − ½). Because n_f is conserved, d is a non-interacting level at ε_d = +U/2 or −U/2. For a symmetric bath the particle–hole transformation exchanges the two sectors, so they occur with equal probability:

G = ½(G₊ + G₋),   G_± = 1/(ω ∓ U/2 − Δ(ω)).

For a flat bath, Δ = (Γ/π)∫_{−D}^{D} dε/(ω − ε + i0), which tends to −iΓ for D → ∞. Each sector then has the Lorentzian A_L = (Γ/π)/(E² + Γ²), E = ω − ε_d.

The positive band is cut into intervals [DΛ^{−(n+1+z)}, DΛ^{−(n+z)}], n = 0, 1, 2, …, mirrored on the negative side. For z > 0 the piece between DΛ^{−z} and D is left out, which changes Δ only by an amount of order Γω/D when ω ≪ D. Each interval is replaced by one level with coupling γ_n² = (Γ/π) × width = (Γ/π) DΛ^{−n−z}(1 − 1/Λ). The Campo–Oliveira energy is ξ_n = ∫dε / ∫(dε/ε) over the interval. The denominator is ln Λ, so

ξ_n = ξ₀ Λ^{−n−z},   ξ₀ = D(1 − 1/Λ)/h,   γ_n² = (Γh/π) ξ_n.

Each sector is a one-particle star Hamiltonian with ε_d and ±ξ_n on the diagonal and γ_n in the first row and column. Its eigenvalues are the peak positions and the squared first components of its eigenvectors are the weights, with no truncation error. Eliminating the bath gives G_z = 1/(E − Δ_z), Δ_z = Σ_n γ_n²[1/(ω − ξ_n) + 1/(ω + ξ_n)]. Each pair simplifies:

ξ[1/(ω − ξ) + 1/(ω + ξ)] = 2ωξ/(ω² − ξ²) = 2/(ω/ξ − ξ/ω) = 1/sinh(x − ln ξ).

Extend n to all integers. The added terms are about −2ω/ξ above the band edge and 2ξ/ω below the smallest level ξ_min, so the extension changes Δ_z by amounts of order Γω/D and Γξ_min/ω. With w = x − ln ξ₀ + zh,

Δ_z = F(w) = (Γh/π) Σ_n 1/sinh(w + nh).   (13)

F has period h and is analytic for 0 < Im w < π, since sinh vanishes only at integer multiples of iπ. Its Fourier coefficients may be computed on any horizontal line in the strip. On Im w = π/2, with q = 2πk/h, the sum over n unfolds one period into the whole line, f_k = (Γ/π)∫dw e^{−iqw}/sinh w. Put w = τ + iπ/2, so that sinh w = i cosh τ and e^{−iqw} = e^{qπ/2} e^{−iqτ}:

f_k = −i(Γ/π) e^{qπ/2} I(q),   I(q) = ∫dτ e^{−iqτ}/cosh τ.

To find I, integrate around the rectangle of height π. On the upper side the integrand is multiplied by −e^{qπ} and the direction is reversed, so the contour gives I(1 + e^{qπ}). The only pole is τ = iπ/2, with residue e^{qπ/2}/sinh(iπ/2) = e^{qπ/2}/i. Hence I = 2π e^{qπ/2}/(1 + e^{qπ}), and

f_k = −2iΓ e^{qπ}/(1 + e^{qπ}) = −2iΓ/(1 + p^k),   p = e^{−2π²/h}.

So f₀ = −iΓ. For k > 0, f_k = −2iΓ[1 − p^k/(1 + p^k)] and f_{−k} = −2iΓ p^k/(1 + p^k). Let u = e^{iφ}, φ = 2πw/h. The terms without p sum to −iΓ[1 + 2u/(1 − u)] = −iΓ(1 + u)/(1 − u). Dividing numerator and denominator by e^{iφ/2} gives (1 + u)/(1 − u) = 2cos(φ/2)/(−2i sin(φ/2)) = i cot(φ/2). The remaining terms contain u^{−k} − u^k = −2i sin kφ, and (−2i)(−2i) = −4. Thus

Δ_z = Γ cot(φ/2) − 4Γ Σ_{k≥1} [p^k/(1 + p^k)] sin kφ.   (14)

This was confirmed against the direct pole sum at Λ = 10, where p = 1.892 × 10⁻⁴ makes the second term visible. At Λ = 2, p = 4.289 × 10⁻¹³.

The choice of level energy matters more than p. With interval midpoints, ξ_n = DΛ^{−n−z}(1 + 1/Λ)/2, the ratio γ_n²/ξ_n becomes (Γ/π) 2(Λ − 1)/(Λ + 1) = (Γh/π)/A_Λ, with A_Λ = (h/2)(Λ + 1)/(Λ − 1). Everything above holds with Γ replaced by Γ/A_Λ and ξ₀ replaced by D(1 + 1/Λ)/2. For Λ = 2, A_Λ = 0.693147 × 3/2 = 1.03972, and diagonalization of a level at ε_d = 0 on the midpoint grid gives a plateau πΓA = 1.03972. No amount of shift averaging removes this 4 per cent error, because it sits in the zeroth harmonic.

**6. Harmonics of the discrete Green function**

Let ω = e^{x+iy} with 0 < y ≤ π/2. Then |u| = e^{−2πy/h} < 1. The largest neglected term in (14) is of size 2Γp/|u| ≤ 2Γ√p. It is to be compared with |E − Δ_z| ≥ Im(E − Δ_z) ≥ Γ Re[(1 + u)/(1 − u)] = Γ(1 − |u|²)/|1 − u|² ≥ Γ(1 − |u|)/(1 + |u|) = Γ tanh(πy/h). The relative change of G_z is therefore at most about 2p e^{2πy/h}/tanh(πy/h), negligible at Λ = 2, and the p terms are dropped. Multiplying numerator and denominator by 1 − u,

G_z = (1 − u)/[E(1 − u) + iΓ(1 + u)] = (1 − u)/[(E + iΓ)(1 − su)],

s = (E − iΓ)/(E + iΓ).

Since |E − iΓ|² − |E + iΓ|² = −4Γ Im E ≤ 0, |s| ≤ 1 in the upper half-plane and the geometric series in su converges. The coefficient of u^k, k ≥ 1, is (s^k − s^{k−1})/(E + iΓ), and s − 1 = −2iΓ/(E + iΓ). Hence

G_z = 1/(E + iΓ) + Σ_{k≥1} G_k u^k,   G_k = −2iΓ s^{k−1}/(E + iΓ)².   (15)

All dependence on z is in u^k ∝ e^{2πikz}. With the p terms dropped, the average over all z leaves 1/(E + iΓ), the continuum result at every frequency, and N_z shifts leave in addition the harmonics k = jN_z. The dropped term −2iΓp u^{−1} of Δ_z combines with G₁u and changes this average by the relative amount −8pΓ²/(E + iΓ)², at most 8p on the real axis: 3 × 10⁻¹² at Λ = 2 and 1.5 × 10⁻³ at Λ = 10. In this model the deviation of the final curve from the exact one is thus the sum of a smooth broadening error and a ripple.

On the real axis (15) takes a transparent form. Because s(E + iΓ)² = E² + Γ², G_k u^k = −2iΓ(su)^k/(E² + Γ²). Write s = e^{−2iδ} with δ = arg(E + iΓ), and Θ = φ − 2δ. Taking −Im/π,

A_z(ω) = A_L(ω)[1 + 2Σ_{k≥1} cos kΘ] = A_L(ω) 2π Σ_n δ(Θ − 2πn).   (16)

The last form, the Fourier series of a periodic delta function, shows a comb with Lorentzian envelope. Its phase advances at the rate dΘ/dx = 2π/h − 2ω dδ/dE. From cot δ = E/Γ follows dδ/dE = −Γ/(E² + Γ²) = −πA_L, so

(1/2π) dΘ/dx = 1/h + ωA_L(ω).   (17)

The number of peaks per unit ln ω is that of the bath plus the one level the impurity adds, spread over the resonance.

For ε_d = 0 and ω ≪ Γ, δ = π/2, s = −1 and A_L = 1/(πΓ). With (10),

πΓA_α = 1 + 2Σ_{k=jN_z} (−1)^k e^{−(πkα/h)²} cos[2πk(x + α²/4 − ln ξ₀)/h].   (18)

Here |c_k| = c₀, so (12) cannot be improved. Diagonalization with D = 1 Ha and 44 levels of each sign, broadened and sampled near ω = 10⁻⁵Γ, agrees with (18) to better than 2 × 10⁻⁴ and gives for half the peak-to-peak ripple

N_z   α        2r        measured
1     0.2000   0.87937   0.88052
1     0.5079   0.01000   0.01000
2     0.2000   0.07475   0.07475
4     0.1270   0.01000   0.01000

In the first row r is not small. The even harmonic cancels in the difference of maximum and minimum and the third adds 2r⁹ ≈ 0.0012, which accounts for the excess. The third row shows the gain from one extra shift: r goes to r⁴, and 2 × (0.87937/2)⁴ = 0.0747.

The kernel's weight and moment rules, the ripple criterion on a plateau, and the harmonics of the discrete Green function in the solvable model are now established. It remains to bound the ripple inside a band, to find the height lost to broadening, and to combine the two into a rule for the number of shifts, tested on a worked example.
